\section*{Does denser tin plasma always shine brighter at 13.5 nm?}

\section*{Question}

I am estimating the 13.5 nm emission of a hot tin plasma. Each ion radiates, so I took the radiance to be proportional to the number of ions along the line of sight. My plasma is 50 $\mu$m thick, with $kT=25$ eV and $10^{18}$ tin ions per cm$^3$. If I raise the density to $10^{19}$ cm$^{-3}$ at the same thickness and temperature, should I expect ten times the radiance? And can I go on in this way, or does something stop it?

\section*{Answer}

If the plasma is uniform and thermal, and with the round absorption cross section assumed below, the gain is about 2.5, not ten, and another doubling of the density adds less than 1\%. The tin absorbs the light that it emits, and the spectral radiance levels off at the Planck value for its temperature. Opacity alone does not make such a source dimmer. Dimming needs a further cause, such as a cooler outer layer. Your plasma may also fail to be thermal at the lower density, which changes the factor considerably; I come to that below.

\subsection*{Emission and absorption are tied together}

Let $I$ be the spectral radiance along a ray, $s$ the distance along it, $j$ the emission coefficient and $\kappa$ the absorption coefficient, net of stimulated emission. Then
\begin{equation}
\frac{dI}{ds}=j-\kappa I .
\label{transfer}
\end{equation}
Your proportionality keeps $j$ and drops $\kappa I$. The two coefficients are not independent, as one transition shows. Let its lower and upper levels have populations $n_1,n_2$ per volume and weights $g_1,g_2$. Let $f$ be the absorption oscillator strength, $\phi$ the line profile and $\nu$ the frequency at line centre. In SI units, with $m$ the electron mass,
\begin{align}
j&=\frac{h\nu}{4\pi}\,n_2A\,\phi, \qquad
A=\frac{2\pi e^2\nu^2}{\epsilon_0mc^3}\,\frac{g_1}{g_2}f,\\
\kappa&=\left(n_1-\frac{g_1}{g_2}n_2\right)\frac{e^2}{4\epsilon_0mc}\,f\phi .
\end{align}
In the ratio, $f$, $\phi$ and $e^2/(\epsilon_0 m)$ cancel. The remaining constants give $(h\nu/4\pi)(8\pi\nu^2/c^2)=2h\nu^3/c^2$, so that
\begin{equation}
\frac{j}{\kappa}=\frac{2h\nu^3}{c^2}\,
\frac{g_1n_2/g_2}{n_1-g_1n_2/g_2}
=\frac{2h\nu^3}{c^2}\,\frac{1}{\dfrac{n_1g_2}{n_2g_1}-1}.
\label{source}
\end{equation}
In a thermal plasma the populations obey $n_2/n_1=(g_2/g_1)e^{-x}$ with $x=h\nu/kT$. The ratio is then the Planck radiance,
\begin{equation}
\frac{j}{\kappa}=B_\nu(T)=\frac{2h\nu^3}{c^2}\frac{1}{e^x-1}.
\end{equation}
The same holds at every frequency for thermal matter with many transitions. Inside a closed cavity at temperature $T$ the radiance is $B_\nu$ everywhere, so $dI/ds=0$ and \eqref{transfer} requires $j=\kappa B_\nu$. Since $j$ and $\kappa$ are properties of the matter, the relation survives when the cavity is removed, provided the matter keeps its thermal populations.

That proviso matters. If $n_2$ exceeds its Boltzmann value but $\kappa$ is still positive, \eqref{source} exceeds $B_\nu(T)$, and the Planck value at $T$ is no longer a ceiling.

\subsection*{The radiance of a uniform slab}

Let $n$ be the ion density, $\sigma$ the net absorption cross section per ion and $L$ the thickness, with no light entering from behind. Then $\kappa=n\sigma$ is constant. Put $j=\kappa B$ into \eqref{transfer} and multiply by $e^{\kappa s}$:
\begin{equation}
\frac{d}{ds}\left(Ie^{\kappa s}\right)=\kappa Be^{\kappa s}.
\end{equation}
Integration from $I(0)=0$ to $s=L$ gives $I(L)e^{\kappa L}=B(e^{\kappa L}-1)$, hence
\begin{equation}
I=B\left(1-e^{-\tau}\right),\qquad \tau=n\sigma L .
\label{slab}
\end{equation}
This holds per unit frequency or per unit wavelength, if $I$ and $B$ are expressed in the same way.

For $\tau\ll1$, $I\approx B\tau=jL$, which is your proportionality. For $\tau\gg1$, $I\to B$: light from the back is absorbed before it reaches the front, and the observer sees a surface layer about one optical depth thick. More tin makes that layer geometrically thinner, but its emission per optical depth is still $B$.

At fixed $T$, $\sigma$ and $L$, doubling the density multiplies the radiance by
\begin{equation}
\frac{1-e^{-2\tau}}{1-e^{-\tau}}=1+e^{-\tau},
\end{equation}
because the numerator is $(1-e^{-\tau})(1+e^{-\tau})$. The logarithmic slope is
\begin{equation}
\frac{d\ln I}{d\ln n}=\frac{\tau e^{-\tau}}{1-e^{-\tau}}
=\frac{\tau}{e^\tau-1}\equiv p(\tau).
\label{slope}
\end{equation}
It is positive and falls from 1 towards 0. Indeed $p'=(e^\tau-1-\tau e^\tau)/(e^\tau-1)^2$, whose numerator vanishes at $\tau=0$ and has the negative derivative $-\tau e^\tau$.

\subsection*{Your numbers}

I model the tin absorption as a Gaussian in photon energy, centred at 13.5 nm (91.84 eV), with full width 6 eV at half maximum and a peak of $\sigma=10^{-16}$ cm$^2$. These are round model values. The area under the curve corresponds to an oscillator strength of about 6 per ion.

With $x=91.84/25=3.674$, the Planck radiance at 13.5 nm is $6.92\times10^8$ W/(cm$^2$ sr nm). At your first density,
\begin{equation}
\tau=(10^{18}\ \mathrm{cm^{-3}})(10^{-16}\ \mathrm{cm^2})
(5\times10^{-3}\ \mathrm{cm})=0.5 .
\end{equation}

\begin{center}
\begin{tabular}{cccc}
$n$ (cm$^{-3}$) & $\tau$ & $I/B$ & gain on doubling $n$\\
\hline
$10^{17}$ & 0.05 & 0.049 & 1.951\\
$10^{18}$ & 0.5 & 0.394 & 1.607\\
$5\times10^{18}$ & 2.5 & 0.918 & 1.082\\
$10^{19}$ & 5 & 0.993 & 1.007
\end{tabular}
\end{center}

Your tenfold step in density raises the radiance by $0.9933/0.3935=2.52$. The thin formula would give $5B$ at the higher density. Setting $e^{-\tau}=0.1$ gives the density at which 90\% of the ceiling is reached:
\begin{equation}
n_{90}=\frac{\ln10}{\sigma L}=4.6\times10^{18}\ \mathrm{cm^{-3}}.
\end{equation}

The ceiling itself moves with temperature. Since $\ln B=\mathrm{const}-\ln(e^x-1)$ at fixed frequency and $dx/d\ln T=-x$,
\begin{equation}
\frac{d\ln B}{d\ln T}=\frac{xe^x}{e^x-1}=\frac{x}{1-e^{-x}}=3.77 .
\end{equation}
Going from 25 to 30 eV raises $B$ by a factor of 1.89. In a slab that stays optically thick and thermal, this does far more than extra density.

\subsection*{What density does to the spectrum}

Saturation starts where absorption is strongest. Take the useful band to be $\pm1\%$ in photon energy about the peak, and let $F$ be its share of the radiance of the whole tin band. The logarithmic slope of the radiance integrated over any interval is the average of $p(\tau)$ over that interval, weighted by the spectral radiance. Call these averages $p_{\rm in}$ and $p_{\rm out}$. Then
\begin{align}
\frac{d\ln F}{d\ln n}
&=p_{\rm in}-\left[Fp_{\rm in}+(1-F)p_{\rm out}\right]\nonumber\\
&=(1-F)(p_{\rm in}-p_{\rm out})<0 .
\end{align}
The sign follows because $\tau$ is larger inside the band than outside it and $p$ decreases with $\tau$. In the example $F$ falls from 0.264 at $10^{18}$ cm$^{-3}$ to 0.179 at $10^{19}$ cm$^{-3}$. The in-band radiance still rises, from $7.2\times10^7$ to $1.85\times10^8$ W/(cm$^2$ sr), but the unwanted wings rise faster.

\subsection*{When more density does dim the source}

\paragraph{A cooler outer layer.} Let a hot layer with optical depth $a$ and Planck value $B_1$ lie behind a cool layer with optical depth $b=qa$ and Planck value $B_2=rB_1$, where $r<1$. Scale both densities together, so that $q$ is fixed, and hold both temperatures. The hot radiance is attenuated by $e^{-b}$ and the cool layer adds its own:
\begin{align}
\frac{I}{B_1}&=(1-e^{-a})e^{-qa}+r(1-e^{-qa})\nonumber\\
&=r+(1-r)e^{-qa}-e^{-(1+q)a}.
\end{align}
Its derivative is
\begin{equation}
\frac{d}{da}\frac{I}{B_1}=e^{-qa}\left[(1+q)e^{-a}-q(1-r)\right].
\end{equation}
The bracket starts at $1+qr>0$, decreases steadily and becomes negative at large $a$. There is therefore one maximum, at
\begin{equation}
e^{-a}=\frac{q(1-r)}{1+q}.
\end{equation}
For a cool layer at 15 eV, $r=0.0844$. With $q=0.2$ the right side is $0.2\times0.9156/1.2=0.153$, so $a=1.88$ and the best hot-layer density is $3.8\times10^{18}$ cm$^{-3}$. There $I/B_1=0.608$. At $10^{19}$ cm$^{-3}$ it has dropped to 0.419, and at very large density it tends to $r$, the radiance of the cool layer alone.

\paragraph{A changing cross section.} Density shifts the ionization balance, so $\sigma$ depends on $n$. Differentiating \eqref{slab} at fixed $T$ and $L$ gives
\begin{equation}
\frac{dI}{dn}=Be^{-\tau}L\,\frac{d(n\sigma)}{dn}.
\end{equation}
The radiance falls if $\sigma$ drops faster than $1/n$, though it stays below $B$. The shift can be estimated from the Saha equation. With the ratio of ionic weights set to one, neighbouring charge states are equally populated when the ionization energy between them is
\begin{equation}
\chi=kT\ln\left[\frac{2}{n_e}\left(\frac{2\pi mkT}{h^2}\right)^{3/2}\right].
\end{equation}
For ten free electrons per ion and $n=10^{19}$ cm$^{-3}$ this is 223 eV. Doubling $n_e$ lowers $\chi$ by $kT\ln2$. With successive ionization energies roughly 25 eV apart, the mean charge drops by about 0.7 per doubling of $n_e$. This is the thermal limit with equal weights. The Saha equation requires three-body recombination to outweigh radiative recombination. Where collisions are too slow for that and the radiation escapes, as is likely at your lower density (see below), the charge depends much less on density. A constant $\sigma$ over a tenfold density range is thus a simplification, and the values of $\tau$ above inherit it.

\paragraph{A limited energy supply.} Holding $T$ while adding tin costs energy. At $10^{19}$ cm$^{-3}$ the thermal energy of ions and electrons is 3.3 J/cm$^2$, without ionization energy. The tin band radiates $3.6\times10^9$ W/cm$^2$ from each face, so this store would last about $3.3/(2\times3.64\times10^9)$ s, or 0.45 ns, at the initial rate. If instead the density doubled at fixed thermal energy, with charge and cross section unchanged, $kT$ would halve and $x$ would double. The Planck value would change by
\begin{equation}
\frac{e^x-1}{e^{2x}-1}=\frac{1}{e^x+1},
\end{equation}
and the radiance, including the small change in $1-e^{-\tau}$, would fall to 0.025 of its former value. Both figures are extreme cases. Removing ten electrons from tin costs roughly 850 eV per ion, about twice the thermal energy of 410 eV per ion, and the charge cannot stay at ten: at 12.5 eV and $n_e=2\times10^{20}$ cm$^{-3}$ the Saha formula above gives $\chi\approx90$ eV. Recombination returns energy, so a real plasma holds a larger store and cools by less than half, while its $\sigma$ changes. The source still dims, but 0.025 should not be used as a prediction.

\subsection*{Is the plasma really thermal?}

Boltzmann populations require collisions to act faster than radiation escapes. For two levels, let $C$ be the collisional de-excitation rate and $c_r=C/A$. Let $J$ be the radiance averaged over directions, and write $w=Jc^2/(2h\nu^3)$ and $w_B=1/(e^x-1)$. Equating upward and downward rates,
\begin{equation}
n_1\frac{g_2}{g_1}\left(Aw+Ce^{-x}\right)=n_2\left[A(1+w)+C\right].
\end{equation}
Solve for $n_1g_2/(n_2g_1)$ and insert it into \eqref{source}. The source function $S=j/\kappa$, in units of $2h\nu^3/c^2$, is
\begin{equation}
\frac{w+c_re^{-x}}{1+c_r(1-e^{-x})}=\frac{w+\eta w_B}{1+\eta},
\qquad \eta=c_r(1-e^{-x}),
\end{equation}
where $e^{-x}=(1-e^{-x})w_B$ was used. Therefore
\begin{equation}
S=(1-\varepsilon)J+\varepsilon B,\qquad \varepsilon=\frac{\eta}{1+\eta}.
\end{equation}
The ceiling survives in this model. With no light from outside, $J$ cannot exceed the largest source function $S_{\max}$ in the slab. Hence $S_{\max}\le(1-\varepsilon)S_{\max}+\varepsilon B$, which gives $S_{\max}\le B$.

The approach to the ceiling changes, however. I solved this model for a plane slab with one opacity across the line, the same $\tau$ as before and a rough collision strength (effective Gaunt factor 0.2, with ten free electrons per ion at both densities). At $10^{18}$ cm$^{-3}$, $\varepsilon=0.155$ and $I/B=0.098$, instead of 0.394. At $10^{19}$ cm$^{-3}$, $\varepsilon=0.647$ and $I/B=0.920$, instead of 0.993.

Your tenfold step now gives a factor of 9.4. That it lies near ten is an accident of the assumed collision strength. It exceeds 2.5 because extra density also brings the upper level closer to its thermal population, in two ways: collisions become more frequent, and light trapped in the thicker slab re-excites the ions. When both $\tau$ and $\varepsilon$ are small, $S\approx\varepsilon B$ and $I\approx\varepsilon B\tau\propto n^2$, which is steeper than the proportionality you assumed. The growth does not continue: from $10^{19}$ to $2\times10^{19}$ cm$^{-3}$ the radiance rises by only 4.6\%.

\subsection*{How this compares with a real source}

Laser-driven tin plasmas for lithography have temperatures of some tens of eV and sizes of tens to hundreds of micrometres, roughly speaking. The electron density in the example, $10^{20}$ cm$^{-3}$ at $n=10^{19}$ cm$^{-3}$, lies below the critical density of a 1 $\mu$m laser, about $10^{21}$ cm$^{-3}$. It lies above that of a 10.6 $\mu$m laser, about $10^{19}$ cm$^{-3}$, for which the results at $10^{18}$ cm$^{-3}$ are closer in density. The non-thermal estimate there, $I/B\approx0.1$, is only a rough indication, because it depends strongly on the assumed collision strength and treats the whole tin band as one transition. Real plasmas expand, so they are not uniform, and the two-layer case shows how strongly that can matter: 0.419 of the hot Planck value instead of 0.993. Gaps between spectral lines also lower the band average. For a regular comb of Gaussian lines whose full width at half maximum is a quarter of their spacing, with the same mean $\tau=5$, the average is $0.554B$. These are separate estimates and should not be multiplied together. Free-free absorption, with an optical depth of $3\times10^{-5}$, is negligible here.

For your design, then, compute $\tau$ at 13.5 nm first, along the whole line of sight and including any cooler tin. If it is well below one, added density helps, provided the heating can hold the temperature and $\sigma$ does not fall faster than $1/n$. If it is already several, and the plasma is near thermal, look instead at the temperature of the emitting layer and at the cooler tin in front of it. A change of temperature or density also shifts the charge states, and with them $\sigma$, so $\tau$ must then be computed again. The numerical output below gives the full density scan.

\section*{Values computed for the example and the checks}
\begin{verbatim}
wavelength 13.5 nm, photon energy 91.84 eV
kT 25.0 eV, x = E/kT 3.674, thickness 50.0 um
peak cross section 1.0e-16 cm^2, FWHM 6.0 eV
implied oscillator strength per ion 5.97
free electrons per ion 10
Planck radiance 6.918e+08 W/(cm^2 sr nm)
Planck radiance in 2% band 1.868e+08 W/(cm^2 sr)
n cm^-3 | tau | I/B | I W/(cm^2 sr nm) | doubling gain | slope
1e+17 | 0.05 | 0.0488 | 3.374e+07 | 1.95123 | 0.97521
1e+18 | 0.50 | 0.3935 | 2.722e+08 | 1.60653 | 0.77075
2e+18 | 1.00 | 0.6321 | 4.373e+08 | 1.36788 | 0.58198
5e+18 | 2.50 | 0.9179 | 6.350e+08 | 1.08208 | 0.22356
1e+19 | 5.00 | 0.9933 | 6.872e+08 | 1.00674 | 0.03392
2e+19 | 10.00 | 1.0000 | 6.918e+08 | 1.00005 | 0.00045
density for 90% of Planck 4.61e+18 cm^-3
n cm^-3 | 2% band W/(cm^2 sr) | in-band fraction of tin band
1e+17 | 8.921e+06 | 0.2798
1e+18 | 7.228e+07 | 0.2637
2e+18 | 1.166e+08 | 0.2478
5e+18 | 1.706e+08 | 0.2119
1e+19 | 1.854e+08 | 0.1793
2e+19 | 1.868e+08 | 0.1541
d ln B / d ln T 3.769
Planck ratio, 30 eV to 25 eV 1.886
TWO LAYERS: cool kT 15.0 eV, depth ratio 0.2
cool/hot Planck ratio 0.0844
best hot-layer optical depth 1.880
best hot density 3.76e+18 cm^-3
I/B(hot) at best 0.6083, at 1e19 cm^-3 0.4187
NEGLECTED: thermalization, rough Gaunt factor 0.2
n cm^-3 | collisional/radiative | epsilon | I/B | I/I(thermal)
1e+17 | 0.019 | 0.018 | 0.0010 | 0.020
1e+18 | 0.188 | 0.155 | 0.0976 | 0.248
2e+18 | 0.376 | 0.268 | 0.3071 | 0.486
5e+18 | 0.941 | 0.478 | 0.7526 | 0.820
1e+19 | 1.882 | 0.647 | 0.9197 | 0.926
2e+19 | 3.764 | 0.786 | 0.9618 | 0.962
The lines below are for n = 1e19 cm^-3
electron density 1.0e+20 cm^-3
Saha balance at ionization energy 223 eV
rough ionization-energy spacing 25.0 eV
charge drop per density doubling 0.69
line comb (FWHM = spacing/4): mean I/B 0.554
free-free optical depth 3.1e-05
tin-band flux per face 3.64e+09 W/cm^2
thermal energy (no ionization) 3.30 J/cm^2
radiative cooling time 0.45 ns
I ratio, density x2 and kT/2 0.0249
\end{verbatim}
